Geometric-mean diffusivity from square-lattice duality for log-symmetric random rates

**A striped lattice**

Consider a walker on a square lattice of spacing a whose hopping rates depend on the column only. The horizontal bonds between columns i and i+1 have rate hᵢ, and the vertical bonds in column i have rate vᵢ. Every bond has the same rate in both directions. Let h and v be drawn from one distribution, with ln w symmetric about ln w₀.

Along x the bonds act in series. A steady current J needs a density difference J/hᵢ across bond i, so the mean difference is J⟨1/h⟩ and

Dₓ = a²/⟨1/w⟩.

Along y the walker spends equal time in all columns in the long run, so

D_y = a²⟨w⟩.

Log-symmetry means that ln w − ln w₀ and its negative have the same distribution. Hence 1/w is distributed as w/w₀², which gives ⟨1/w⟩ = ⟨w⟩/w₀² and

Dₓ D_y = a⁴⟨w⟩/⟨1/w⟩ = a⁴w₀².

The two diffusivities differ, but their geometric mean is a²w₀. If the product kept this value for disorder without a preferred direction, both would equal a²w₀. The theorem shows that this happens for independent bonds; the shared barriers treated near the end show that it can fail otherwise.

**Theorem**

Let each nearest-neighbour bond of the infinite square lattice carry a frozen rate w, equal in both directions. Assume that

1. the rates are independent and identically distributed;
2. 0 < c ≤ w ≤ C, with constants c and C;
3. ln w is symmetric about its mean, ln w₀ = ⟨ln w⟩.

Then the mean-square displacement, averaged over walks and disorder, obeys

D = lim ⟨r²⟩/(4t) = a²w₀ as t → ∞.

Equal rates in both directions mean equal site energies. For w = ν exp(−βE), with β = 1/(k_B T), ν the same for all bonds and the barrier E symmetric about Ē,

D = a²ν exp(−βĒ).

No ħ or charge enters, so the algebra reads the same in atomic units. Below, a = 1 until the example.

**Notation**

Let w_α(x) be the rate of the bond from x to x+e_α, with α = 1, 2, and let ω denote the whole set of rates. A function φ(ω) describes a quantity at the origin. The shift T_α gives the same quantity one site further along α. Define

∂_αφ = T_αφ − φ,  ∂*_αφ = T_α⁻¹φ − φ.

Averages do not change under shifts, so ⟨ψ ∂_αφ⟩ = ⟨φ ∂*_αψ⟩. Independent rates are also ergodic: a function unchanged by all shifts is a constant.

**Lemma 1: diffusion as a minimum problem**

For a unit vector e, let X be the displacement along e. Then lim ⟨X²⟩/(2t) = e·Ae, where

e·Ae = inf over φ of ⟨Σ_α w_α(e_α + ∂_αφ)²⟩.

Proof. Seen from the walker, the rates change in time with generator −K, where

Kφ = Σ_α ∂*_α(w_α ∂_αφ),  ⟨ψKφ⟩ = Σ_α⟨w_α ∂_αψ ∂_αφ⟩.

K is bounded, symmetric and non-negative. The mean velocity along e at the walker's site is

f = Σ_α e_α(w_α − T_α⁻¹w_α) = −Σ_α e_α ∂*_αw_α.

A hop changes X² by ±2Xe_α + e_α². Each site has two bonds along each axis, so

d⟨X²⟩/dt = 2Σ_α e_α²⟨w_α⟩ + 2⟨X(t)f(ω_t)⟩.

Because the rates are equal in both directions, a path and its reverse are equally likely. Reversal exchanges start and end and changes the sign of X:

⟨X(t)f(ω_t)⟩ = −⟨X(t)f(ω₀)⟩ = −∫₀ᵗ⟨f exp(−sK)f⟩ds.

The last step uses that the mean velocity at time s, given the start, is exp(−sK)f. Let μ be the spectral measure of f, so that ⟨f exp(−sK)f⟩ = ∫exp(−λs)dμ(λ). Two time integrations give

⟨X²⟩/(2t) = Σ_α e_α²⟨w_α⟩ − ∫dμ(λ) λ⁻¹ {1 − [1 − exp(−λt)]/(λt)}.  (1)

The point λ = 0 has no weight: if Kφ = 0, then ⟨φKφ⟩ = 0, so ∂_αφ = 0 and ⟨fφ⟩ = −Σ_α e_α⟨w_α∂_αφ⟩ = 0. For λ > 0 the brace rises steadily from 0 to 1 with t. By monotone convergence the limit of (1) is Σ_α e_α²⟨w_α⟩ − ∫dμ/λ.

It remains to write the last integral as

∫dμ/λ = sup over φ of {2⟨fφ⟩ − ⟨φKφ⟩}.

Projecting φ on the functions generated from f by K leaves ⟨fφ⟩ unchanged and does not raise ⟨φKφ⟩. For φ = F(K)f the bracket is ∫(2F − λF²)dμ ≤ ∫dμ/λ, because 2F − λF² = 1/λ − λ(F − 1/λ)². Taking F = 1/λ for λ > ε, zero otherwise, and letting ε → 0 approaches the bound. Since −⟨fφ⟩ = Σ_α e_α⟨w_α∂_αφ⟩,

e·Ae = inf{Σ_α e_α²⟨w_α⟩ + 2Σ_α e_α⟨w_α∂_αφ⟩ + Σ_α⟨w_α(∂_αφ)²⟩},

which is the stated square. ∎

At short times the brace in (1) vanishes and the diffusivity is the arithmetic mean of the rates. At later times ⟨X(t)f(ω_t)⟩ is negative: on average the drift at the walker's site points back towards its start. This negative memory lowers the diffusivity to its final value.

**Lemma 2: the same tensor from currents**

For any vector j,

j·A⁻¹j = min over J of ⟨Σ_α J_α²/w_α⟩,

where J runs over stationary fields with mean j and Σ_α∂*_αJ_α = 0, that is, no net outflow at any site.

Proof. Let G be the closure of the gradient fields (∂₁φ, ∂₂φ). They have zero mean. A field orthogonal to G satisfies 0 = Σ_α⟨J_α∂_αφ⟩ = ⟨φ Σ_α∂*_αJ_α⟩ for every φ, so it is divergence-free. Square-integrable fields therefore split into three orthogonal parts: constants, G, and the set S of divergence-free fields of zero mean.

Since w ≥ c, the minimum in Lemma 1 is reached by some E = e + g with g in G. Stationarity of the minimum says that J_α = w_αE_α is orthogonal to G, so J is divergence-free. If E′ belongs to another vector e′, then

e′·Ae = ⟨E′·J⟩ = e′·⟨J⟩,

because the gradient part of E′ is orthogonal to J. Hence ⟨J⟩ = Ae. Also e·Ae ≥ c⟨|e+g|²⟩ ≥ c|e|², so A is invertible and any j can be written as Ae.

Let J + s be another allowed field with the same mean, so that s is in S. Then

⟨Σ(J_α+s_α)²/w_α⟩ = ⟨ΣJ_α²/w_α⟩ + 2⟨E·s⟩ + ⟨Σs_α²/w_α⟩.

The middle term vanishes by orthogonality and the last is not negative. The minimum is thus ⟨E·J⟩ = e·Ae = j·A⁻¹j. ∎

The trial choices φ = 0 in Lemma 1 and constant J in Lemma 2 show that, for independent rates, each eigenvalue of A lies between the harmonic and the arithmetic mean of w.

**Lemma 3: duality**

Place a dual site at the centre of each square. Each dual bond crosses one original bond; give it the inverse rate. With the square whose lower left corner is x labelled by x, the dual rates are

w′₁ = T₁(1/w₂),  w′₂ = T₂(1/w₁).

Then the tensor A′ of the dual lattice is

A′ = A/det A.  (2)

Here rates are numbers in a fixed unit.

Proof. Turn a divergence-free field J by a quarter turn:

F₁ = −T₁J₂,  F₂ = T₂J₁.

Its circulation around a dual square is

∂₁F₂ − ∂₂F₁ = T₁T₂J₁ − T₂J₁ + T₁T₂J₂ − T₁J₂ = −T₁T₂(∂*₁J₁ + ∂*₂J₂) = 0.

The steps reverse, so divergence-free fields correspond one to one to curl-free fields. The mean j becomes Rj = (−j₂, j₁).

A curl-free field F of zero mean lies in G. To see this, let T_α act as multiplication by exp(ik_α) and put q_α = exp(ik_α) − 1. The condition reads q₁F₂ = q₂F₁. The part at k = 0 is unchanged by shifts, so by ergodicity it equals the mean, which is zero. Elsewhere define

φ = (q₁*F₁ + q₂*F₂)/(|q₁|² + |q₂|²).

Then q₁φ = (|q₁|²F₁ + q₂*q₂F₁)/(|q₁|² + |q₂|²) = F₁, and q₂φ = F₂ likewise. Restricting φ to |q₁|² + |q₂|² > ε keeps it square-integrable; as ε → 0 its gradients converge to F.

The dissipation is preserved, since w′₁F₁² = T₁(J₂²/w₂) and w′₂F₂² = T₂(J₁²/w₁). The minimum of Lemma 2 is therefore the minimum of Lemma 1 for the dual lattice:

j·A⁻¹j = (Rj)·A′(Rj), so A′ = RA⁻¹Rᵀ.

For A with diagonal p, r and off-diagonal q, the inverse has diagonal r, p and off-diagonal −q, all divided by det A. The quarter turn exchanges the diagonal elements and reverses the sign of the off-diagonal one. The result is A/det A. ∎

**Proof of the theorem**

Independent, identically distributed bonds look the same after a quarter turn, so A = RARᵀ. This forces p = r and q = −q, hence A = w*·1, and (2) becomes

A′ = (1/w*)·1.

The dual rates are independent and distributed as 1/w, which by log-symmetry is the distribution of w/w₀². Multiplying all rates by a constant multiplies A by it, so A′ = (w*/w₀²)·1. Comparing,

w*/w₀² = 1/w*, so w* = w₀,

since both are positive. Adding the two directions gives ⟨r²⟩/(4t) → a²w₀. ∎

Besides ergodicity, independence serves to give two properties: quarter-turn symmetry, and equality of the joint laws of the dual rates w′ and of w/w₀². Any ergodic disorder with these properties and bounded rates has the same diffusivity.

**Corollary: finite periodic cells**

The lemmas also hold for one fixed sample on an L×L cell with periodic boundaries, if ⟨ ⟩ is read as the average over its sites. Equation (2) then gives det A′ = 1/det A. For random samples obeying the theorem's assumptions, det A′ is also distributed as det A/w₀⁴. Therefore

Y = ln det A − 2 ln w₀

has the same distribution as −Y, for every L. The mean of ½ ln det A is ln w₀ even in the smallest cell.

The mean tensor itself is biased upwards. Half the trace is at least √(det A), so by symmetry between the axes

⟨Aₓₓ⟩ ≥ w₀⟨exp(Y/2)⟩ = w₀⟨cosh(Y/2)⟩ ≥ w₀.

For all 256 arrangements of two rates, w₀exp(±1.934), in a 2×2 cell, the mean of ½ ln(det A/w₀²) is zero to rounding error, whereas ⟨Aₓₓ⟩ = 2.14 w₀. Averaging the tensors of these 2×2 cells thus overestimates D by more than a factor of two.

**Worked example**

Take a = 0.27 nm, mean barrier 0.80 eV, barriers spread uniformly by ±0.15 eV, ν = 10¹³ s⁻¹ and T = 900 K. The thermal energy is 0.0776 eV, so the half-width is u = 0.15/0.0776 = 1.93 thermal energies and the fastest rate is exp(2u) ≈ 48 times the slowest. Then

w₀ = 10¹³ s⁻¹ × exp(−0.80/0.07756) = 3.31×10⁸ s⁻¹,

D = (0.27×10⁻⁷ cm)² × 3.31×10⁸ s⁻¹ = 2.4×10⁻⁷ cm²/s,

or 2.4×10⁹ Å²/s. The arithmetic mean rate is 1.75 w₀ and the harmonic mean 0.571 w₀; their product is w₀², as in the striped lattice.

A walk followed on one 6×6 periodic sample shows the slowing described by (1). Its diffusivity, in units of a²w₀, falls from 1.63 at short times to 1.15 at time 1/w₀ and 1.05 at long times. Equation (1) gives the same 1.15, and Lemma 1 the same 1.05. The long-time value differs from 1 because this is one small sample. Its determinant is 1.0996 and that of its dual 0.9094, with product 1.

The relative spread of Aₓₓ between samples is about 12% for cells 2.7 nm wide, 6% for 5.4 nm and 3% for 10.8 nm. A single 160×160 cell gives 1.006 and 0.991 along the two axes.

The temperature dependence separates the two means. With a fixed barrier distribution and constant ν, the theorem gives −∂ln D/∂β = Ē. For the arithmetic mean,

−∂ln⟨w⟩/∂β = ⟨Ew⟩/⟨w⟩ < Ē,

because low barriers carry more weight. Between 800 and 1000 K the arithmetic mean has an apparent activation energy of 0.721 eV. Network calculations of the long-time diffusivity give 0.7993 ± 0.0005 eV (one standard error), in agreement with 0.80 eV.

**Where the geometric mean fails**

*Skewed barriers.* Let a fraction p of the bonds have the fast rate w₁ and the rest the slow rate w₂. Inversion turns these rates into w₂/(w₁w₂) and w₁/(w₁w₂), so fast and slow exchange roles, and (2) gives

w*(p) w*(1−p) = w₁w₂.

This fixes w* at p = ½ alone. With w₁ and w₂ equal to w₀exp(±u), networks give ln(w*/w₀) = −1.086 for p = 0.3 and +1.094 for p = 0.7, which cancel within sampling error. The geometric mean at p = 0.3 would give (2p−1)u = −0.774; the true diffusivity is 0.73 of that estimate.

At p = ½ the result √(w₁w₂) has an instructive limit. Lemma 1 shows that lowering any rates cannot raise D. The lemma also holds with blocked bonds, since ⟨φKφ⟩ = 0 still gives w_α∂_αφ = 0, which is all its proof needs. If the slow bonds are blocked completely, D is therefore at most a²√(w₁w₂) for every w₂ > 0, and hence zero.

*Shared barriers.* Suppose four bonds around every second square share one barrier. In the dual lattice these bonds meet at a site. The two kinds of disorder are dual to each other, not to themselves, so only the product of their diffusivities is fixed by this argument. With the example's distribution they have D = 0.87 a²w₀ and 1.15 a²w₀, with product 1.00 a⁴w₀². Log-symmetry of the single rates is thus not sufficient.

*Three dimensions.* On the simple cubic lattice a bond is crossed by a square, not by a dual bond, and the proof stops at Lemma 3. The same barriers give D ≈ 1.21 a²w₀ in cells of 10³ sites and 1.23 a²w₀ in cells of 6³, a difference of less than two standard errors.

*Unequal site energies.* Let the rate from x to y be g exp(βε_x), with g symmetric between the sites. Equilibrium then weights sites by π = exp(−βε). In Lemma 1 every average is taken with weight π/⟨π⟩, while the generator and the drift are divided by π. The factors π cancel and 1/⟨π⟩ remains:

D = a²g*/⟨exp(−βε)⟩,

where g* is the effective rate for the symmetric g. If g satisfies the theorem's assumptions, g* is its geometric mean. Deep sites hold the walker and slow it, but do not alter the duality of the bonds.

**Relation to an oxide**

The example's numbers were chosen with an oxygen vacancy in mind, moving in the CuO₂ plane of La₂₋ₓSrₓCuO₄. They are round model values, not measured or computed properties. The planar oxygen sites form a square lattice, and the La/Sr arrangement is taken as frozen. D refers to the vacancy, not to the oxygen atoms.

The assumption most clearly broken is independence: a La or Sr pair lies above and below the centre of every second oxygen square, next to four hop paths. If it alone set their barriers, with the example's distribution, D would be 13% below a²w₀. Planar site energies spread uniformly by ±0.10 eV, with the saddle energies left unchanged, would multiply D by 0.77, and a skew like the 30% mixture would put D 27% below the geometric mean. With an assumed extra barrier of 0.25 eV, a hop to one apical oxygen site has 4% of the rate w₀. Confinement to the plane then holds only for short times. In the long run the time spent on apical sites matters: there are as many of them as planar ones, so at equal site energies they would hold half the vacancies. If hops between apical sites are slow, this roughly halves D in the plane. Apical sites of neighbouring layers are, however, only about 0.32 nm apart, close to the planar–apical distance of about 0.31 nm; if vacancies hopped between them as fast as within the plane, D would hardly change. With the same extra barrier and slow hops between apical sites, lower apical energies would reduce D further and moderately higher ones less; at still higher energies the added paths through apical sites can raise it slightly. The leading tunnelling correction, with ν taken as the barrier frequency, raises the rates by about 1%. Interactions between vacancies are left out, which requires few vacancies. An error of one thermal energy, 0.078 eV, in the mean barrier changes D by a factor e, more than any one of the corrections given above for shared barriers, planar site energies, skew and tunnelling. The effect of apical sites can be larger if their energy is low enough. The numerical output lists standard errors for the main sampled values.

Table of computed values

```
lattice spacing: 0.27 nm
mean barrier: 0.80 eV
barrier half-width: 0.15 eV
attempt frequency: 1.0e+13 1/s
temperature: 900 K
thermal energy: 0.07756 eV
u = half-width / thermal energy: 1.9341 (no unit)
fastest rate / slowest rate: 47.9 (no unit)
geometric-mean rate w0: 3.3128e+08 1/s
diffusivity D: 2.4150e-07 cm2/s
diffusivity D, converted: 2.4150e+09 angstrom2/s
arithmetic mean / w0: 1.7510 (no unit)
harmonic mean / w0: 0.5711 (no unit)
-- one 6x6 periodic sample, rates in units of w0 --
walk, short time: 1.6317; mean x-bond rate: 1.6345
walk, time 1/w0: 1.1527; spectral: 1.1527
walk, long time: 1.0508; variational A_xx: 1.0507
walk with site energies: 0.9018; formula: 0.9018
det A: 1.0996; det A of dual: 0.9094
largest error of duality identity: 4.4e-16
-- all 256 two-rate configurations of the 2x2 cell --
mean of (1/2) ln det A: -5.0e-16; mean A_xx/w0: 2.1352
-- independent uniform barriers, square lattice --
cell 10 (2.7 nm): mean (1/2) ln det A = +0.0077, se 0.0056; spread of ln A_xx 0.1218
cell 20 (5.4 nm): mean (1/2) ln det A = +0.0025, se 0.0026; spread of ln A_xx 0.0578
cell 40 (10.8 nm): mean (1/2) ln det A = +0.0037, se 0.0029; spread of ln A_xx 0.0306
one 160x160 cell: A_xx 1.0059, A_yy 0.9905, A_xy +0.0009 (w0)
activation energy, 800 to 1000 K: 0.79933 eV, se 0.00052 eV
activation energy of arithmetic mean: 0.72062 eV
-- where the geometric mean fails (ratios have no unit) --
30% fast bonds: D / geometric-mean D = 0.7314, se of log 0.0072
ln(w*/w0), 30% fast: -1.0864; 70% fast: +1.0937
barriers shared around plaquettes: D/(a^2 w0) = 0.8720, se of log 0.0071
same, cell 20: 0.8694; shift to cell 40: +0.0026
barriers shared around sites: D/(a^2 w0) = 1.1471, se of log 0.0059
simple cubic, cell 10: D/(a^2 w0) = 1.2129, se of log 0.0075
simple cubic, cell 6: 1.2255; shift to cell 10: -0.0126
-- other neglected effects in the example --
site-energy half-width: 0.10 eV; factor on D: 0.7686
extra barrier to apical sites: 0.25 eV; hop rate / w0: 0.0398
attempt quantum: 0.0414 eV; leading tunnelling gain: 1.18 %
```
